# Block Davidson-Liu for several roots: expansion, safeguards, collapse and cost

Three vibrational modes coupled by anharmonic forces no longer have independent ladders of levels. Their energies follow from diagonalizing the Hamiltonian in a product basis, whose size is the product of the numbers of functions per mode. If only a few of the lowest levels are wanted, full diagonalization does unnecessary work by computing all of them. For weak coupling by low-order polynomial forces, the matrix has two useful features: it can be applied to a vector cheaply, and its smallest diagonal elements already lie close to its lowest eigenvalues. The block Davidson-Liu method uses both.

## Problem and conventions

Let $A$ be a real symmetric $n\times n$ matrix with diagonal elements $d_j$, diagonal part $D$, and eigenvalues $\lambda_1\le\lambda_2\le\dots$. The $k$ lowest eigenpairs are sought. The method stores

- $V$, an $n\times m$ block of orthonormal trial vectors, $V^TV=1$;
- $W=AV$, the sigma vectors;
- $H=V^TW$, the projected $m\times m$ matrix.

A "product" is one application of $A$ to one vector. Norms are Euclidean.

## Ritz pairs and what residuals prove

For $x=Vs$ with $s^Ts=1$, the Rayleigh quotient is $x^TAx=s^THs$. Its stationary points under the normalization constraint satisfy

$$Hs_i=\theta_i s_i,\qquad x_i=Vs_i,\qquad r_i=Ax_i-\theta_i x_i=Ws_i-\theta_i x_i .$$

Number the $\theta_i$ in ascending order. The residual needs no new product, and it is orthogonal to the trial space:

$$V^Tr_i=Hs_i-\theta_i s_i=0 .$$

Enlarging the space cannot raise a Ritz value. Let the larger space have Ritz pairs $(\theta_i',x_i')$. The span of $x_1,\dots,x_i$ has dimension $i$, so it contains a unit vector $u$ orthogonal to the $i-1$ vectors $x_1',\dots,x_{i-1}'$. As a combination of the old lowest $i$ Ritz vectors, $u$ has $u^TAu\le\theta_i$. As a combination of $x_i',x_{i+1}',\dots$, it has $u^TAu\ge\theta_i'$. Hence $\theta_i'\le\theta_i$. Taking the whole space as the larger one gives $\lambda_i\le\theta_i$.

To see what a small residual means, expand a Ritz vector in eigenvectors of $A$ with coefficients $c_j$ and drop the root index on $x$, $r$, $\theta$:

$$\|r\|^2=\sum_j c_j^2(\lambda_j-\theta)^2\ge\min_j(\lambda_j-\theta)^2 .$$

Some eigenvalue therefore lies within $\|r\|$ of $\theta$. This does not say which one.

If $\theta_i<\lambda_{i+1}$, the error is quadratic in the residual. No eigenvalue lies strictly between $\lambda_i$ and $\lambda_{i+1}$, so $\sum_jc_j^2(\lambda_j-\lambda_i)(\lambda_j-\lambda_{i+1})\ge0$. This sum is the inner product of $(A-\lambda_i)x$ and $(A-\lambda_{i+1})x$. Inserting $Ax=\theta_i x+r$ and $x^Tr=0$ gives

$$(\theta_i-\lambda_i)(\theta_i-\lambda_{i+1})+\|r_i\|^2\ge0
\quad\Rightarrow\quad
\theta_i-\lambda_i\le\frac{\|r_i\|^2}{\lambda_{i+1}-\theta_i}.$$

## The correction vector

Change one component of $x$ by $t$. With $e_j$ the unit vector and $(Ax)_j=r_j+\theta x_j$, the Rayleigh quotient $\rho$ becomes

$$\rho(x+te_j)-\theta=\frac{\theta+2t(Ax)_j+t^2d_j}{1+2tx_j+t^2}-\theta
=\frac{2tr_j+t^2(d_j-\theta)}{1+2tx_j+t^2}.$$

For $d_j>\theta$ the numerator is least where $2r_j+2t(d_j-\theta)=0$, that is, at

$$t_j=\frac{r_j}{\theta-d_j}.$$

This is the best single-component step to leading order in small $r_j$. Davidson's correction collects these steps for all $j$ in one vector. Taken together they are not the joint minimum, but the next diagonalization of $H$ chooses the weight of the whole vector.

For excited roots, and for the lowest root while the trial space is poor, some $d_j$ can lie below $\theta$, and the minimum argument then fails for those components. The same formula then rests on a second argument. Demanding $(A-\theta)(x+t)=0$, with the unknown eigenvalue replaced by $\theta$, gives $(A-\theta)t=-r$. Replacing $A$ by $D$ on the left gives $t_j=r_j/(\theta-d_j)$ again.

That replacement must not be perfect. If $\theta$ is not an eigenvalue, the unique solution of $(A-\theta)t=-r$ is $t=-x$, because $(A-\theta)x=r$. This vector is already in the trial space and adds nothing. The method works because $D$ is a useful but inexact substitute for $A$.

## Denominator safeguard

If a search starts from the single unit vector $e_j$, then $\theta=d_j$ and $r_j=0$, so the correction contains $0/0$. The safeguard replaces $g_j=\theta-d_j$ by

$$\tilde g_j=\begin{cases}g_j,&|g_j|\ge\delta\\ +\delta,&0\le g_j<\delta\\ -\delta,&-\delta<g_j<0.\end{cases}$$

The undefined component becomes zero, and $\|t\|\le\|r\|/\delta$ because every denominator has magnitude at least $\delta$. Since $\delta$ has the unit of $A$, it must be chosen on the scale of the problem.

The safeguard also caps the weight of a component whose diagonal element nearly equals $\theta$ while its residual component is not small: $|t_j|\le|r_j|/\delta$. If that basis state has $x_j=0$ and is coupled to $x$ alone, the $2\times2$ problem in $x$ and $e_j$ has nearly equal diagonal elements and coupling $r_j$, so the two mix strongly and a large weight is right. Strong couplings to other basis states can shift the state away from $\theta$, and the large weight is then not justified. The cap keeps this weight finite, but with a small $\delta$ the component can still dominate the correction.

## Orthogonalization and dropping

Corrections can be nearly dependent on $V$ or on each other. Each is normalized, projected against $V$ and the corrections already accepted, and rejected if the remaining length $\eta$ is below a threshold $\tau$. A rejected vector costs no product, but the total count need not fall: if all corrections are rejected, the fallback described below spends products on residuals, and a threshold set too high rejects useful directions and lengthens the search.

One projection leaves overlaps of the order of machine precision $\epsilon$. Normalizing the remainder magnifies them to about $\epsilon/\eta$. A second projection removes this small overlap, now without a large cancellation. As an illustration, add ten orthonormal vectors of dimension 1000 and a random vector of length $10^{-8}$. After one projection against the ten and normalization, the largest remaining overlap is $9.3\times10^{-8}$; after a second it is $3.5\times10^{-17}$.

Strong dependence has a simple source. Suppose $V$ spans the Krylov space of $v,Av,\dots,A^{m-1}v$. Every residual lies in the space enlarged by $A^mv$ and is orthogonal to $V$. Only one such direction exists, so all residuals are parallel. If the diagonal is constant, the corrections are parallel too. For a random symmetric $60\times60$ matrix with zero diagonal and a six-dimensional Krylov space, three corrections were offered and one was accepted.

If all corrections are dropped, the raw residuals of the unconverged roots take their place. They are nonzero and orthogonal to $V$, so at least one is accepted and the space grows. This alone does not prove convergence under repeated collapse, but it removes the immediate stall.

A diagonal matrix shows why this fallback is needed when the starting space does not already contain the wanted eigenvectors. There $r_j=(d_j-\theta)x_j$, so an unclipped correction is exactly $-x$. With diagonal $1,2,\dots,60$, three random starting vectors, at most 30 trial vectors, $\delta=10^{-6}$ and $\tau=10^{-4}$, the search reached the three lowest eigenvalues in 28 iterations, 24 of which used the fallback. In exact arithmetic, a correction for this matrix can leave the trial space only when a denominator is clipped.

## Collapse without new products

When the next block would exceed $m_{\max}$ vectors, keep the $p\ge k$ lowest Ritz vectors. Let $S_p$ hold their coefficients as orthonormal columns, and set

$$V\leftarrow VS_p,\qquad W\leftarrow WS_p,\qquad H\leftarrow\mathrm{diag}(\theta_1,\dots,\theta_p).$$

The three stored objects remain consistent:

$$WS_p=(AV)S_p=A(VS_p),$$
$$(VS_p)^T(VS_p)=S_p^TS_p=1,\qquad S_p^THS_p=\mathrm{diag}(\theta_1,\dots,\theta_p).$$

The collapse leaves the retained Ritz values unchanged, and enlarging the space afterwards cannot raise them. What is lost is the freedom to mix in the discarded directions.

Rounding errors are carried along, not magnified. If $W=AV+E$, the rotated error is $ES_p$, whose norm does not exceed that of $E$. Each rotation adds its own rounding, however, so a very long run may occasionally recompute $W=AV$. Measuring $W-AV$ takes the same products, one per column.

## Pseudocode

The starting block needs at least $k$ independent columns, and $p+k\le m_{\max}$.

```
V = orthonormalized start;  W = A V;  H = V^T W
repeat
    solve H S = S theta, theta ascending
    X = V S_k;  Y = W S_k;  R = Y - X theta_k
    active = roots with |r_i| > tolerance
    if none active: return theta_k, X
    T = guarded corrections of the active roots
    if columns(V) + number active > m_max:
        V = [X, V S_(k+1..p)]
        W = [Y, W S_(k+1..p)]
        H = diag(theta_1..theta_p)
    N = accepted part of T after two projections
    if N is empty:
        N = accepted part of the active residuals
    Z = A N                      # the only new products
    append N to V and Z to W
    append the columns V^T Z to H; fill rows by symmetry
until the iteration limit
```

Corrections are formed before a collapse but orthogonalized after it, against the basis that is kept. Converged roots stay in the projected problem and request no corrections as long as their residuals remain below the tolerance, which is tested again in every iteration.

## Operation count

Count multiplications and divisions for an iteration that starts with $m$ vectors, accepts $k$ corrections and does not collapse. The small eigenproblem and the $nk$ multiplications for the residual norms are left out.

- Forming $X$ and $Y$ takes $2nmk$, and scaling $X$ by the Ritz values takes $nk$.
- The corrections take $nk$ divisions.
- Orthogonalizing one candidate against $c$ vectors takes $4nc$ for two projections and $4n$ for two norms and two normalizations. As $c$ runs from $m$ to $m+k-1$, the total is

$$\sum_{c=m}^{m+k-1}4n(c+1)=4nmk+2nk(k+1).$$

- The new columns of $H$ take $nk(m+k)$.

The terms with $m$ add to $(2+4+1)nmk$, those with $k^2$ to $(2+1)nk^2$, and those linear in $k$ to $(1+1+2)nk$:

$$C=nk(7m+3k+4).$$

The products take $k\,\mathrm{nnz}(A)$ multiplications, where $\mathrm{nnz}(A)$ is the number of nonzero elements. In such an iteration they dominate when a row has many more than $7m+3k+4$ nonzeros. When only a few roots are still active, $X$ and $Y$ are formed for all $k$ roots but their cost is shared among fewer new vectors, and the threshold can lie well above this value. For very sparse matrices the work on the trial vectors is the larger part.

For $p=k$ the collapse needs no further multiplication, since $X$ and $Y$ were already formed for the residuals. For $p>k$ it needs $2nm(p-k)$. Recomputing the sigma vectors instead of rotating them would take $p$ products per collapse; $V$ must be rotated in either case. The blocks $V$ and $W$ need storage for up to $2nm_{\max}$ numbers, besides the matrix itself and temporary blocks such as $X$, $Y$ and $R$.

## Worked example: three coupled oscillators

In dimensionless coordinates, with energies in units of the first mode's quantum, take

$$\mathcal H=\sum_{i=1}^3\frac{\omega_i}{2}(p_i^2+q_i^2)+c\,(q_1^2q_2+q_2^2q_3+q_3^2q_1)+g\,(q_1^2+q_2^2+q_3^2)^2,$$

with $\omega=(1.0,1.3,1.7)$, $c=0.1$ and $g=0.02$. Ten harmonic-oscillator functions per mode give $n=10^3=1000$. The matrix has 31.12 nonzeros per row on average, and its diagonal runs from 2.075 to 56.975. The results below are eigenvalues of this finite matrix. With 12 or 15 functions per mode the fifth root falls by about $2\times10^{-6}$, to 4.270960, while the lower four keep the six decimals shown.

Five roots are sought from the five unit vectors with the smallest diagonal elements. The settings are $m_{\max}=20$, $p=5$, $\delta=0.01$, $\tau=10^{-4}$ and a residual tolerance of $10^{-8}$.

| Iteration | $m$ | Products so far | Largest residual |
|---:|---:|---:|---:|
| 1 | 5 | 5 | $4.7\times10^{-1}$ |
| 5 | 10 | 25 | $3.9\times10^{-3}$ |
| 9 | 15 | 45 | $4.6\times10^{-5}$ |
| 13 | 19 | 64 | $4.4\times10^{-7}$ |
| 17 | 13 | 72 | $8.1\times10^{-9}$ |

| Root | First Ritz value | Final Ritz value |
|---:|---:|---:|
| 1 | 2.070250 | 2.065933 |
| 2 | 3.173787 | 3.146555 |
| 3 | 3.472811 | 3.447696 |
| 4 | 3.875691 | 3.846728 |
| 5 | 4.342461 | 4.270962 |

The largest absolute difference from full diagonalization is $2.3\times10^{-14}$. The quadratic bound shows why a residual near $10^{-8}$ suffices. For root 2 the gap to root 3 is $3.447696-3.146555=0.301141$, so its error in exact arithmetic is at most $(8.1\times10^{-9})^2/0.301=2.2\times10^{-16}$.

The single-component step can be examined on the first lowest Ritz vector, at the component with the largest $|r_j|$. Numerical minimization of the Rayleigh quotient gives $t=-0.023664$; the formula gives $-0.023678$. Here $x_j=0$, and setting the derivative of the full quotient to zero gives $t=(1-t^2)\,r_j/(\theta-d_j)$. The expected relative difference is $t^2\approx6\times10^{-4}$, as found.

If that $d_j$ is moved to $\theta+10^{-10}$, neither $\theta$ nor $r$ changes, because $x_j=0$. The norm of all other components of the correction, relative to its total norm, is then $4.0\times10^{-11}$ without the safeguard and $4.0\times10^{-3}$ with it. In both cases the correction is still almost the unit vector $e_j$; these two numbers show the cap at work, not a faster convergence.

The diagonal scaling matters for this matrix. With raw residuals as corrections, the largest residual after the same 17 iterations is $1.2\times10^{-2}$.

There were four collapses and no dropped corrections. At the end the largest element of $W-AV$ was $1.3\times10^{-15}$. Recomputing sigma vectors at each collapse raises the count from 72 to $72+4\times5=92$ products.

Keeping ten vectors instead of five needs 71 products and six collapses. A collapse here occurs with at least 16 vectors, so each costs at least $2\times1000\times16\times5=1.6\times10^5$ extra multiplications. The one product saved is worth about $3.1\times10^4$ if only nonzero elements are multiplied. The extra collapse work thus far exceeds the cost of the saved product.

Per matrix row and new vector, the other work is $7m+3k+4=54$ operations at $m=5$ and 124 at $m=15$, against 31 for a sparse product. This example is thus in the regime where the trial-vector work dominates.

## Roots missed through symmetry

Small residuals do not show that the lowest roots were found. Suppose $A$ does not connect two symmetry sectors of the basis. If all starting vectors lie in one sector, so do $Ax$, the residuals and the diagonally scaled corrections. In exact arithmetic the search never leaves it.

Set $c=0$ in the oscillator model and use six functions per mode. The numbers are again eigenvalues of the finite matrix; with twelve functions per mode the second and fifth eigenvalues fall by about $3\times10^{-5}$ and $1.6\times10^{-4}$. The parity of each coordinate is now conserved. Start a two-root search from the state without quanta and the state with two quanta in mode 1, both even in every coordinate. Both residuals fall below $10^{-8}$, yet the second root found is 4.289456, while full diagonalization puts the second eigenvalue at 3.156881. The value found is the fifth eigenvalue of the matrix. The three states skipped, of which 3.156881 is the lowest, are each odd in one coordinate.

The starting block must therefore have components in every sector that may hold a wanted root. This is necessary, not sufficient: with a very small component in a sector, the search can still converge without finding the root there. Alternatively, each sector can be searched separately and the results merged.
